**Van der Pauw's relation tested on resistor grids**

For four point contacts A, B, C, D in counterclockwise order on the edge of a uniform sheet without holes, exp(−πR1/Rs) + exp(−πR2/Rs) = 1. Here Rs is the sheet resistance, R1 = (V_D − V_C)/I with current from A to B, and R2 = (V_A − V_D)/I with current from B to C. The program asserts the identity symbolically from the half-plane potentials and checks by quadrature that the source contact injects the stated current. It solves Kirchhoff's equations for a 3 mm by 2 mm rectangle and asserts agreement with the Jacobi-function map, with an error that falls about fourfold when the cell is halved on the finer grids. At 80 cells per mm the recovered sheet resistance is 100.001 ohm, for a true value of 100 ohm. Further assertions cover a uniform-current bar, a symmetric square and a notched L-shaped sheet whose map is never constructed. Two cases outside the assumptions are also asserted to break the relation: the sum is 0.534 for a rectangle with a hole and 1.158 when contact D lies inside the sheet.

## Check in Python

```python
"""Van der Pauw relation: exp(-pi R1/Rs) + exp(-pi R2/Rs) = 1.

A, B, C, D: point contacts, counterclockwise on the edge of a sheet without holes.
R1 = (V_D - V_C)/I, current I in at A and out at B.
R2 = (V_A - V_D)/I, current I in at B and out at C.
Rs: sheet resistance. R0: resistance of an interior link of the square grid.
Kirchhoff's equations on the grid are compared with the conformal-map result.
Lengths are in mm, resistances in ohm.
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import splu

R0 = 100.0
WIDTH, HEIGHT = 3.0, 2.0


def half_plane_potential(w, source, sink, rs):
    """Potential per unit current in the upper half-plane."""
    return rs / np.pi * np.log(abs(w - sink) / abs(w - source))


def pauw_sum(r1, r2, rs):
    return np.exp(-np.pi * r1 / rs) + np.exp(-np.pi * r2 / rs)


def extract_rs(r1, r2):
    low = np.pi * min(r1, r2) / np.log(2)
    high = np.pi * max(r1, r2) / np.log(2)
    root = brentq(lambda rs: pauw_sum(r1, r2, rs) - 1, low, high, xtol=1e-11)
    return root, low, high


def grid_potentials(cells, injections):
    """Node potentials for a sheet made of the True cells.

    Each cell adds conductance 1/(2 R0) to each of its four sides.
    Each injection is an array of currents entering the nodes.
    """
    nx, ny = cells.shape
    number = np.arange((nx + 1) * (ny + 1)).reshape(nx + 1, ny + 1)
    half = cells / (2 * R0)
    gx = np.zeros((nx, ny + 1))
    gy = np.zeros((nx + 1, ny))
    gx[:, :-1] += half
    gx[:, 1:] += half
    gy[:-1, :] += half
    gy[1:, :] += half
    start = np.concatenate([number[:-1].ravel(), number[:, :-1].ravel()])
    end = np.concatenate([number[1:].ravel(), number[:, 1:].ravel()])
    g = np.concatenate([gx.ravel(), gy.ravel()])
    keep = g > 0
    start, end, g = start[keep], end[keep], g[keep]
    rows = np.concatenate([start, end, start, end])
    cols = np.concatenate([start, end, end, start])
    vals = np.concatenate([g, g, -g, -g])
    laplacian = coo_matrix((vals, (rows, cols)),
                           shape=(number.size, number.size)).tocsr()
    active = np.unique(np.concatenate([start, end]))
    free = active[1:]  # the first active node is held at zero potential
    factor = splu(laplacian[free][:, free].tocsc())
    result = []
    for current in injections:
        phi = np.zeros(number.size)
        phi[free] = factor.solve(current.ravel()[free])
        result.append(phi.reshape(number.shape))
    return result


def four_probe(cells, n, contacts):
    """R1 and R2 on a grid with n cells per mm."""
    a, b, c, d = [tuple(int(round(s * n)) for s in p) for p in contacts]
    shape = (cells.shape[0] + 1, cells.shape[1] + 1)
    first, second = np.zeros(shape), np.zeros(shape)
    first[a], first[b] = 1, -1
    second[b], second[c] = 1, -1
    v1, v2 = grid_potentials(cells, [first, second])
    return v1[d] - v1[c], v2[a] - v2[d]


def rectangle(n, width=WIDTH, height=HEIGHT):
    return np.ones((int(round(width * n)), int(round(height * n))), bool)


def remove_box(cells, n, x0, x1, y0, y1):
    i0, i1, j0, j1 = [int(round(s * n)) for s in (x0, x1, y0, y1)]
    cells[i0:i1, j0:j1] = False


# Current leaving the source through a half-circle, by quadrature.
def radial_flux(theta, radius=0.7, step=1e-5):
    direction = np.exp(1j * theta)
    outer = half_plane_potential((radius + step) * direction, 0.0, 2.0, R0)
    inner = half_plane_potential((radius - step) * direction, 0.0, 2.0, R0)
    return -(outer - inner) / (2 * step) * radius / R0


flux = quad(radial_flux, 0, np.pi)[0]
assert abs(flux - 1) < 1e-7

# The relation in the half-plane, symbolically from the potentials.
p, q, r, rs_sym = sp.symbols("p q r R_s", positive=True)
xa, xb, xc, xd = sp.Integer(0), p, p + q, p + q + r


def log_potential(x, source, sink):
    return rs_sym / sp.pi * (sp.log(sp.Abs(x - sink)) - sp.log(sp.Abs(x - source)))


r1_sym = log_potential(xd, xa, xb) - log_potential(xc, xa, xb)
r2_sym = log_potential(xa, xb, xc) - log_potential(xd, xb, xc)
total = sum(sp.exp(sp.expand(-sp.pi * res / rs_sym)) for res in (r1_sym, r2_sym))
assert sp.simplify(total - 1) == 0

# Map of the rectangle to the half-plane by the Jacobi function sn.
m = mp.re(mp.mfrom(q=mp.exp(-2 * mp.pi * HEIGHT / WIDTH)))
K, K_prime = mp.ellipk(m), mp.ellipk(1 - m)
assert abs(K_prime / (2 * K) - HEIGHT / WIDTH) < 1e-12


def to_half_plane(point):
    u = mp.mpc(2 * K * (point[0] / WIDTH - 0.5), K_prime * point[1] / HEIGHT)
    return complex(mp.ellipfun("sn", u, m=m))


def map_resistances(contacts):
    a, b, c, d = [to_half_plane(point) for point in contacts]
    r1 = half_plane_potential(d, a, b, R0) - half_plane_potential(c, a, b, R0)
    r2 = half_plane_potential(a, b, c, R0) - half_plane_potential(d, b, c, R0)
    return r1, r2


contacts = [(0.0, 1.3), (0.8, 0.0), (3.0, 0.5), (1.9, 2.0)]
images = [to_half_plane(point) for point in contacts]
assert max(abs(w.imag) for w in images) < 1e-10
assert np.all(np.diff([w.real for w in images]) > 0)
map_r1, map_r2 = map_resistances(contacts)

print(f"Link resistance R0 = {R0:.1f} ohm")
print(f"Rectangle: {WIDTH:.1f} mm x {HEIGHT:.1f} mm")
print(f"Current through half-circle / injected current = {flux:.8f}")
print(f"Map parameter m = {float(m):.6f}, K = {float(K):.6f}, K' = {float(K_prime):.6f}")
for name, point, w in zip("ABCD", contacts, images):
    print(f"Contact {name} at ({point[0]:.1f}, {point[1]:.1f}) mm -> w = {w.real:.6f}")
print(f"Map: R1 = {map_r1:.5f} ohm, R2 = {map_r2:.5f} ohm")
print(f"Map: exp(-pi R1/R0) = {np.exp(-np.pi * map_r1 / R0):.6f}")
print(f"Map: exp(-pi R2/R0) = {np.exp(-np.pi * map_r2 / R0):.6f}")

# Uniform current along a bar: the grid's sheet resistance is R0.
bar = rectangle(10)
inject = np.zeros((bar.shape[0] + 1, bar.shape[1] + 1))
share = np.ones(bar.shape[1] + 1)
share[[0, -1]] = 0.5
share /= share.sum()
inject[0], inject[-1] = share, -share
bar_phi = grid_potentials(bar, [inject])[0]
bar_rs = (bar_phi[0].mean() - bar_phi[-1].mean()) * HEIGHT / WIDTH
assert abs(bar_rs / R0 - 1) < 1e-9
print(f"Uniform-current bar: sheet resistance = {bar_rs:.6f} ohm")

# Rectangle: grid against map, and recovery of the sheet resistance.
errors = []
for n in (10, 20, 40, 80):
    r1, r2 = four_probe(rectangle(n), n, contacts)
    found, low, high = extract_rs(r1, r2)
    errors.append(np.hypot(r1 - map_r1, r2 - map_r2))
    print(f"Grid {n}/mm: R1 = {r1:.5f}, R2 = {r2:.5f}, Rs = {found:.5f} ohm")
    print(f"  sum = {pauw_sum(r1, r2, R0):.7f}, error vs map = {errors[-1]:.2e} ohm")
assert errors[-1] < 1e-4 * R0
assert abs(found / R0 - 1) < 1e-4
ratios = np.array(errors[:-1]) / np.array(errors[1:])
assert np.all((ratios[1:] > 3.5) & (ratios[1:] < 4.5))
print(f"Bounds on Rs, finest grid: {low:.3f} to {high:.3f} ohm")
print("Error ratios on halving the cell: " + ", ".join(f"{x:.3f}" for x in ratios))

# Symmetric square: R1 = R2 = Rs ln2/pi.
square_contacts = [(0.0, 1.0), (1.0, 0.0), (2.0, 1.0), (1.0, 2.0)]
s1, s2 = four_probe(rectangle(40, 2.0, 2.0), 40, square_contacts)
assert abs(s1 - s2) < 1e-7 * R0
assert abs(np.pi * s1 / np.log(2) / R0 - 1) < 1e-3
print(f"Square 2 mm, mid-side contacts, 40/mm: R1 = {s1:.5f}, R2 = {s2:.5f} ohm")
print(f"  pi R1/ln2 = {np.pi * s1 / np.log(2):.5f} ohm")

# Notched L-shaped sheet, for which no map is constructed.
l_contacts = [(0.0, 1.3), (0.5, 0.0), (3.0, 0.5), (1.2, 2.0)]
l_errors = []
print("L-sheet: box x 2-3, y 1-2 mm and notch x 1-1.3, y 0-0.4 mm removed")
print("L-sheet contacts A-D (mm): " + ", ".join(str(point) for point in l_contacts))
for n in (20, 40, 80):
    sheet = rectangle(n)
    remove_box(sheet, n, 2.0, 3.0, 1.0, 2.0)
    remove_box(sheet, n, 1.0, 1.3, 0.0, 0.4)
    r1, r2 = four_probe(sheet, n, l_contacts)
    l_sum = pauw_sum(r1, r2, R0)
    l_errors.append(abs(l_sum - 1))
    print(f"L-sheet {n}/mm: R1 = {r1:.4f}, R2 = {r2:.4f} ohm, sum = {l_sum:.6f}")
    print(f"  recovered Rs = {extract_rs(r1, r2)[0]:.4f} ohm")
assert l_errors[-1] < 5e-3 and l_errors[-1] < l_errors[0]

# A hole breaks the relation.
holed = rectangle(40)
remove_box(holed, 40, 1.0, 2.0, 0.5, 1.5)
h1, h2 = four_probe(holed, 40, contacts)
hole_sum = pauw_sum(h1, h2, R0)
assert hole_sum < 0.9
print("Hole in rectangle: x 1-2, y 0.5-1.5 mm, grid 40/mm")
print(f"  R1 = {h1:.4f}, R2 = {h2:.4f} ohm, sum = {hole_sum:.5f}")
print(f"  Rs wrongly inferred = {extract_rs(h1, h2)[0]:.3f} ohm")

# Contact D inside the sheet makes the sum exceed one.
inside = contacts[:3] + [(1.9, 1.0)]
i1, i2 = four_probe(rectangle(40), 40, inside)
inside_sum = pauw_sum(i1, i2, R0)
inside_map_sum = pauw_sum(*map_resistances(inside), R0)
assert inside_sum > 1.01
assert abs(inside_sum - inside_map_sum) < 1e-3
print(f"D moved inside to ({inside[3][0]:.1f}, {inside[3][1]:.1f}) mm, grid 40/mm")
print(f"  R1 = {i1:.4f}, R2 = {i2:.4f} ohm")
print(f"  sum on grid = {inside_sum:.5f}, sum from map = {inside_map_sum:.5f}")

print("checks complete")
```

Output:

```
Link resistance R0 = 100.0 ohm
Rectangle: 3.0 mm x 2.0 mm
Current through half-circle / injected current = 1.00000000
Map parameter m = 0.215500, K = 1.667524, K' = 2.223365
Contact A at (0.0, 1.3) mm -> w = -1.744136
Contact B at (0.8, 0.0) mm -> w = -0.691266
Contact C at (3.0, 0.5) mm -> w = 1.120749
Contact D at (1.9, 2.0) mm -> w = 5.039836
Map: R1 = 9.21296 ohm, R2 = 43.96043 ohm
Map: exp(-pi R1/R0) = 0.748687
Map: exp(-pi R2/R0) = 0.251313
Uniform-current bar: sheet resistance = 100.000000 ohm
Grid 10/mm: R1 = 9.23445, R2 = 43.95602, Rs = 100.08343 ohm
  sum = 0.9995296, error vs map = 2.19e-02 ohm
Grid 20/mm: R1 = 9.21833, R2 = 43.95934, Rs = 100.02088 ohm
  sum = 0.9998823, error vs map = 5.48e-03 ohm
Grid 40/mm: R1 = 9.21431, R2 = 43.96016, Rs = 100.00522 ohm
  sum = 0.9999706, error vs map = 1.37e-03 ohm
Grid 80/mm: R1 = 9.21330, R2 = 43.96036, Rs = 100.00131 ohm
  sum = 0.9999926, error vs map = 3.42e-04 ohm
Bounds on Rs, finest grid: 41.758 to 199.244 ohm
Error ratios on halving the cell: 4.003, 4.001, 4.000
Square 2 mm, mid-side contacts, 40/mm: R1 = 22.06044, R2 = 22.06044 ohm
  pi R1/ln2 = 99.98587 ohm
L-sheet: box x 2-3, y 1-2 mm and notch x 1-1.3, y 0-0.4 mm removed
L-sheet contacts A-D (mm): (0.0, 1.3), (0.5, 0.0), (3.0, 0.5), (1.2, 2.0)
L-sheet 20/mm: R1 = 16.1238, R2 = 29.3791 ohm, sum = 0.999912
  recovered Rs = 100.0131 ohm
L-sheet 40/mm: R1 = 16.0774, R2 = 29.4441 ohm, sum = 0.999979
  recovered Rs = 100.0031 ohm
L-sheet 80/mm: R1 = 16.0592, R2 = 29.4706 ohm, sum = 0.999995
  recovered Rs = 100.0008 ohm
Hole in rectangle: x 1-2, y 0.5-1.5 mm, grid 40/mm
  R1 = 23.1449, R2 = 94.7011 ohm, sum = 0.53434
  Rs wrongly inferred = 228.723 ohm
D moved inside to (1.9, 1.0) mm, grid 40/mm
  R1 = 2.4504, R2 = 46.5389 ohm
  sum on grid = 1.15766, sum from map = 1.15771
checks complete
```
